# Dipole moments of facial and meridional tris-chelates from bond dipoles: a program that tests the result

```python
"""Dipole moments of the fac and mer isomers of a neutral octahedral M(AB)3.

Result under test: mu(fac) = sqrt(3)*|m_A - m_B|, mu(mer) = |m_A - m_B|.
m_A, m_B : bond dipoles in debye, positive from donor towards metal
u, v     : unit vectors from the metal to donors A and B of one ligand
Example  : A = O, B = N, rough values in the regime of
           tris(8-hydroxyquinolinato)aluminium.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.spatial.transform import Rotation

DEBYE = 1e-21 / constants.c                    # C m
E_ANGSTROM = constants.e * 1e-10 / DEBYE       # debye per (e * angstrom)
norm = np.linalg.norm
rng = np.random.default_rng(4)

# ---- All placements of three chelates on cis edges of the octahedron ----
vertices = [tuple(int(s) * row for row in axis)
            for axis in np.eye(3, dtype=int).tolist() for s in (1, -1)]


def cis_pairings(free):
    """Yield every way to join the free vertices into cis pairs."""
    if not free:
        yield []
        return
    first = free[0]
    for other in free[1:]:
        if np.dot(first, other) == 0:
            rest = [w for w in free[1:] if w != other]
            for tail in cis_pairings(rest):
                yield [(first, other)] + tail


pairings = list(cis_pairings(vertices))
placements = []
for pairing in pairings:
    for flips in product((False, True), repeat=3):
        placements.append([(q, p) if f else (p, q)
                           for (p, q), f in zip(pairing, flips)])


def is_fac(ligands):
    """Facial means that no two A donors are trans to each other."""
    a_sites = [np.array(u) for u, v in ligands]
    return all(np.dot(a_sites[i], a_sites[j]) == 0
               for i in range(3) for j in range(i))


n_fac = sum(is_fac(p) for p in placements)
n_mer = len(placements) - n_fac
assert n_fac > 0 and n_mer > 0


def charge_dipole(ligands, fragment, origin):
    """Sum of q*r in debye; fragment rows are (q, s, t), at s*u + t*v."""
    total = -3 * fragment[:, 0].sum() * origin     # neutralizing metal charge
    for u, v in ligands:
        for q, s, t in fragment:
            total = total + q * (origin + s * np.array(u) + t * np.array(v))
    return total * E_ANGSTROM


# ---- Worked example from point charges ----
m_O, m_N = 5.0, 1.0          # debye
R_O, R_N = 1.9, 2.0          # angstrom
q_O = m_O / (R_O * E_ANGSTROM)
q_N = m_N / (R_N * E_ANGSTROM)
donors = np.array([[-q_O, R_O, 0.0], [-q_N, 0.0, R_N]])
difference = m_O - m_N
metal_position = np.array([0.7, -1.1, 2.3])
values = {True: [], False: []}
examples = {}
for ligands in placements:
    fac = is_fac(ligands)
    mu = charge_dipole(ligands, donors, metal_position)
    a_sum = np.sum([u for u, v in ligands], axis=0)
    assert np.allclose(mu, -difference * a_sum, atol=1e-10)
    values[fac].append(norm(mu))
    examples.setdefault(fac, (ligands, mu))
assert np.allclose(values[True], np.sqrt(3) * abs(difference), atol=1e-10)
assert np.allclose(values[False], abs(difference), atol=1e-10)
mu_fac, mu_mer = np.mean(values[True]), np.mean(values[False])

# Equal bond dipoles must give zero for both isomers.
equal = np.array([[-m_O / (R_O * E_ANGSTROM), R_O, 0.0],
                  [-m_O / (R_N * E_ANGSTROM), 0.0, R_N]])
largest_equal = max(norm(charge_dipole(p, equal, metal_position))
                    for p in placements)
assert largest_equal < 1e-10

# ---- Arbitrary planar ligands, with charges on the backbone as well ----
for trial in range(5):
    fragment = rng.normal(size=(6, 3))
    p_u = E_ANGSTROM * np.dot(fragment[:, 0], fragment[:, 1])
    p_v = E_ANGSTROM * np.dot(fragment[:, 0], fragment[:, 2])
    for ligands in placements:
        factor = np.sqrt(3) if is_fac(ligands) else 1.0
        got = norm(charge_dipole(ligands, fragment, metal_position))
        assert np.isclose(got, factor * abs(p_u - p_v), atol=1e-9)

# ---- Bond dipoles that respond to the kinds of neighbouring donors ----
trans_shift, cis_shift = {"A": -0.6, "B": 0.3}, {"A": 0.2, "B": -0.15}
neighbour_values = {True: [], False: []}
for ligands in placements:
    kind = {u: "A" for u, v in ligands}
    kind.update({v: "B" for u, v in ligands})
    total = np.zeros(3)
    for site in vertices:
        opposite = tuple(-x for x in site)
        cis_a = sum(kind[w] == "A" for w in vertices
                    if np.dot(site, w) == 0)
        bond = m_O if kind[site] == "A" else m_N
        bond += trans_shift[kind[site]] * (kind[opposite] == "A")
        bond += cis_shift[kind[site]] * cis_a
        total -= bond * np.array(site)
    neighbour_values[is_fac(ligands)].append(norm(total))
assert np.ptp(neighbour_values[True]) < 1e-10
assert np.ptp(neighbour_values[False]) < 1e-10
neighbour_fac = neighbour_values[True][0]
neighbour_mer = neighbour_values[False][0]
assert np.isclose(neighbour_fac / neighbour_mer, np.sqrt(3))
assert abs(neighbour_mer - mu_mer) > 0.1       # the shifts really act

# ---- A common skeleton for the distorted isomers ----
u_fac = np.eye(3)
v_fac = -np.roll(np.eye(3), -1, axis=0)
threefold = np.ones(3) / np.sqrt(3)
bisectors = (u_fac + v_fac) / np.sqrt(2)


def ligand_dipoles(u, v, m_a, m_b, mer):
    """Dipole of each ligand; mer has the first ligand reversed."""
    p = -(m_a * u + m_b * v)
    if mer:
        p[0] = -(m_a * v[0] + m_b * u[0])
    return p


def isomer_pair(u, v):
    return [norm(ligand_dipoles(u, v, m_O, m_N, mer).sum(axis=0))
            for mer in (False, True)]


assert np.allclose(isomer_pair(u_fac, v_fac), [mu_fac, mu_mer])

# Bite angle different from 90 degrees.
bite = 83.0
delta = np.radians(90 - bite) / 2
u_bite = np.cos(delta) * u_fac + np.sin(delta) * v_fac
v_bite = np.cos(delta) * v_fac + np.sin(delta) * u_fac
actual_bite = np.degrees(np.arccos(np.sum(u_bite * v_bite, axis=1)))
assert np.allclose(actual_bite, bite)
bite_fac, bite_mer = isomer_pair(u_bite, v_bite)
bite_factor = np.sqrt(2) * np.sin(np.radians(bite) / 2)
assert np.allclose([bite_fac / mu_fac, bite_mer / mu_mer], bite_factor)


# Each ligand turned about its own bisector.
def turned(angle_degrees):
    turn = Rotation.from_rotvec(np.radians(angle_degrees) * bisectors)
    u, v = turn.apply(u_fac), turn.apply(v_fac)
    cosine = np.dot(u[0] - v[0], threefold) / norm(u[0] - v[0])
    theta = np.arccos(cosine)
    flat_u = u[0] - np.dot(u[0], threefold) * threefold
    flat_v = v[0] - np.dot(v[0], threefold) * threefold
    twist = np.arccos(np.dot(flat_u, flat_v) / norm(flat_u) / norm(flat_v))
    fac, mer = isomer_pair(u, v)
    assert np.isclose(fac / mer, 3 / np.sqrt(1 + 4 * np.tan(theta)**2))
    return np.degrees(theta), np.degrees(twist), fac, mer


turn_angle = 3.0
turn_results = [turned(a) for a in (0.0, -turn_angle, turn_angle)]
for a in (-20.0, 15.0):
    turned(a)

# ---- Mutual polarization of three point-polarizable ligands ----
alpha, centre_distance = 15.0, 3.3     # angstrom^3, angstrom
centres = centre_distance * bisectors
separation = norm(centres[0] - centres[1])
coupling = alpha / separation**3


def polarized_total(m_a, m_b, mer):
    matrix = np.eye(9)
    for i in range(3):
        for j in range(3):
            if i != j:
                r = centres[i] - centres[j]
                d = norm(r)
                tensor = (3 * np.outer(r, r) / d**2 - np.eye(3)) / d**3
                matrix[3*i:3*i+3, 3*j:3*j+3] = -alpha * tensor
    permanent = ligand_dipoles(u_fac, v_fac, m_a, m_b, mer)
    solved = np.linalg.solve(matrix, permanent.ravel())
    return norm(solved.reshape(3, 3).sum(axis=0))


pol_fac = polarized_total(m_O, m_N, False)
pol_mer = polarized_total(m_O, m_N, True)
assert np.isclose(pol_fac, mu_fac / (1 + 2 * coupling))
for mer, reference in ((False, pol_fac), (True, pol_mer)):
    # Only the difference of the two bond dipoles may matter.
    assert np.isclose(polarized_total(m_O + 2, m_N + 2, mer), reference)

# ---- Output ----
print(f"Bond dipole m_O (chosen): {m_O:.1f} D")
print(f"Bond dipole m_N (chosen): {m_N:.1f} D")
print(f"Difference m_O - m_N: {difference:.1f} D")
print(f"Rough bond lengths M-O, M-N: {R_O:.1f}, {R_N:.1f} angstrom")
print(f"Charge sizes on O, N: {q_O:.3f}, {q_N:.3f} e")
print(f"Cis pairings of the six sites: {len(pairings)}")
print(f"Placements fac, mer: {n_fac}, {n_mer}")
for fac, name in ((True, "fac"), (False, "mer")):
    ligands, mu = examples[fac]
    print(f"Example {name}, O sites: {[u for u, v in ligands]}")
    print(f"Example {name}, N sites: {[v for u, v in ligands]}")
    print(f"Example {name}, dipole vector: "
          + ", ".join(f"{x + 0.0:.3f}" for x in np.round(mu, 8)) + " D")
print(f"Dipole fac: {mu_fac:.3f} D = {mu_fac * DEBYE:.3e} C m")
print(f"Dipole mer: {mu_mer:.3f} D = {mu_mer * DEBYE:.3e} C m")
print(f"Ratio fac/mer: {mu_fac / mu_mer:.4f}")
print(f"Square root of three: {np.sqrt(3):.4f}")
print(f"Neighbour-dependent bonds, fac: {neighbour_fac:.3f} D")
print(f"Neighbour-dependent bonds, mer: {neighbour_mer:.3f} D")
print(f"Neighbour-dependent bonds, ratio: {neighbour_fac/neighbour_mer:.4f}")
print(f"Bite angle (rough): {bite:.0f} degrees")
print(f"Bite factor on both dipoles: {bite_factor:.4f}")
print(f"With this bite, fac, mer: {bite_fac:.3f}, {bite_mer:.3f} D")
print(f"With this bite, ratio: {bite_fac / bite_mer:.4f}")
print(f"Ligand turn tried either way: {turn_angle:.0f} degrees")
for label, (theta, twist, fac, mer) in zip(
        ("No turn", "Turn one way", "Turn other way"), turn_results):
    print(f"{label}: theta {theta:.2f}, face twist {twist:.2f} degrees")
    print(f"{label}: fac {fac:.3f} D, mer {mer:.3f} D, "
          f"ratio {fac / mer:.3f}")
print(f"Ligand polarizability (rough): {alpha:.0f} angstrom^3")
print(f"Ligand centre to metal (rough): {centre_distance:.1f} angstrom")
print(f"Distance between ligand centres: {separation:.2f} angstrom")
print(f"Coupling alpha/r^3: {coupling:.4f} (no unit)")
print(f"With polarization, fac, mer: {pol_fac:.3f}, {pol_mer:.3f} D")
print(f"With polarization, ratio: {pol_fac / pol_mer:.3f}")
print("all tests passed")
```

Printed output:

```
Bond dipole m_O (chosen): 5.0 D
Bond dipole m_N (chosen): 1.0 D
Difference m_O - m_N: 4.0 D
Rough bond lengths M-O, M-N: 1.9, 2.0 angstrom
Charge sizes on O, N: 0.548, 0.104 e
Cis pairings of the six sites: 8
Placements fac, mer: 16, 48
Example fac, O sites: [(1, 0, 0), (0, 0, 1), (0, -1, 0)]
Example fac, N sites: [(0, 1, 0), (-1, 0, 0), (0, 0, -1)]
Example fac, dipole vector: -4.000, 4.000, -4.000 D
Example mer, O sites: [(1, 0, 0), (-1, 0, 0), (0, -1, 0)]
Example mer, N sites: [(0, 1, 0), (0, 0, 1), (0, 0, -1)]
Example mer, dipole vector: 0.000, 4.000, 0.000 D
Dipole fac: 6.928 D = 2.311e-29 C m
Dipole mer: 4.000 D = 1.334e-29 C m
Ratio fac/mer: 1.7321
Square root of three: 1.7321
Neighbour-dependent bonds, fac: 7.621 D
Neighbour-dependent bonds, mer: 4.400 D
Neighbour-dependent bonds, ratio: 1.7321
Bite angle (rough): 83 degrees
Bite factor on both dipoles: 0.9371
With this bite, fac, mer: 6.492, 3.748 D
With this bite, ratio: 1.7321
Ligand turn tried either way: 3 degrees
No turn: theta 35.26, face twist 60.00 degrees
No turn: fac 6.928 D, mer 4.000 D, ratio 1.732
Turn one way: theta 38.26, face twist 63.54 degrees
Turn one way: fac 6.662 D, mer 4.148 D, ratio 1.606
Turn other way: theta 32.26, face twist 56.19 degrees
Turn other way: fac 7.175 D, mer 3.852 D, ratio 1.863
Ligand polarizability (rough): 15 angstrom^3
Ligand centre to metal (rough): 3.3 angstrom
Distance between ligand centres: 5.72 angstrom
Coupling alpha/r^3: 0.0803 (no unit)
With polarization, fac, mer: 5.969, 3.758 D
With polarization, ratio: 1.588
all tests passed
```
